# Exponential decay of dual functions and conditioning of a uniform chain

Suppose a state is expanded in non-orthogonal orbitals, $\psi=\sum_j c_j\varphi_j$. Projecting on $\varphi_i$ gives $\langle\varphi_i|\psi\rangle=\sum_j S_{ij}c_j$, not $c_i$. The coefficients need the inverse overlap matrix, $c_i=\sum_j (S^{-1})_{ij}\langle\varphi_j|\psi\rangle$. If each orbital overlaps its nearest neighbours alone, it is tempting to cut $S^{-1}$ off at the same range. For a long chain with neighbour overlap $0.4$ this discards second-neighbour elements that are a quarter of the diagonal ones. As the overlap approaches $1/2$ in a chain that stays long compared with the decay length found below, the discarded elements approach the diagonal ones in size, and no fixed cutoff is safe. The theorem below gives the range of $S^{-1}$ and ties it to the condition number.

## Setting

Real, normalized orbitals $\varphi_1,\dots,\varphi_N$ sit on a chain of spacing $a$, with

$$S_{ii}=1,\qquad S_{i,i\pm1}=s,\qquad S_{ij}=0\ \text{ for } |i-j|>1,\qquad 0<|s|<\tfrac12 .$$

Define $\kappa>0$ and $q$ by

$$\cosh\kappa=\frac{1}{2|s|},\qquad q=e^{-\kappa}<1 .$$

The dual functions are $\tilde\varphi_i=\sum_j (S^{-1})_{ji}\varphi_j$. Since $S^{-1}$ is symmetric,

$$\langle\tilde\varphi_i|\varphi_k\rangle=\sum_j (S^{-1})_{ij}S_{jk}=\delta_{ik},\qquad
\langle\tilde\varphi_i|\tilde\varphi_i\rangle=\sum_k (S^{-1})_{ki}\langle\tilde\varphi_i|\varphi_k\rangle=(S^{-1})_{ii}.$$

The elements of $S^{-1}$ are thus the coefficients of the duals, and its diagonal holds their squared norms.

The condition number is the ratio of the largest to the smallest eigenvalue of $S$. It is called $K_N$ for $N$ orbitals, and $K$ in the limit $N\to\infty$.

## Theorem

**(a)** For $1\le i\le j\le N$,

$$(S^{-1})_{ij}=(-\operatorname{sgn}s)^{j-i}\,\frac{\sinh(i\kappa)\,\sinh((N+1-j)\kappa)}{|s|\,\sinh\kappa\,\sinh((N+1)\kappa)} .$$

**(b)** Every element obeys $|(S^{-1})_{ij}|<q^{|i-j|}/\sqrt{1-4s^2}$. Far from both ends,

$$(S^{-1})_{ij}\to\frac{(-\operatorname{sgn}s)^{|i-j|}\,q^{|i-j|}}{\sqrt{1-4s^2}},$$

so the coefficients of a dual decay with length $\xi=a/\kappa$.

**(c)** The infinite chain has

$$K=\frac{1+2|s|}{1-2|s|},\qquad q=\frac{\sqrt K-1}{\sqrt K+1},$$

and, as $|s|\to\frac12$, $\xi\simeq a/\sqrt{2(1-2|s|)}\simeq a\sqrt K/2$.

**Reduction to $s>0$.** Replacing $\varphi_i$ by $(-1)^i\varphi_i$ turns $s$ into $-s$ and multiplies $(S^{-1})_{ij}$ by $(-1)^{i+j}=(-1)^{j-i}$. The eigenvalues do not change. It is therefore enough to prove everything for $s>0$, as is done from here on.

## Lemma 1: determinants

Let $D_n$ be the determinant of the $n\times n$ overlap matrix, with $D_0=1$. Then

$$D_n=s^n\,\frac{\sinh((n+1)\kappa)}{\sinh\kappa}.$$

*Proof.* Expand along the last row, whose entries are $s$ and $1$. The entry $1$ contributes $D_{n-1}$. The entry $s$ contributes $-s$ times a minor whose last column has the single entry $s$, so that minor is $sD_{n-2}$. Hence

$$D_n=D_{n-1}-s^2D_{n-2}.$$

Put $D_n=s^nu_n$ and divide by $s^n$:

$$u_n+u_{n-2}=\frac{u_{n-1}}{s}=2\cosh\kappa\;u_{n-1}.$$

The function $u_n=\sinh((n+1)\kappa)/\sinh\kappa$ satisfies this, because $\sinh((n+1)\kappa)+\sinh((n-1)\kappa)=2\cosh\kappa\,\sinh(n\kappa)$. It also has the right starting values: $u_0=1$ gives $D_0=1$, and $u_1=2\cosh\kappa=1/s$ gives $D_1=1$. ∎

## Proof of (a)

By the cofactor formula, $(S^{-1})_{ij}=(-1)^{i+j}M_{ji}/D_N$, where $M_{ji}$ is the determinant left after deleting row $j$ and column $i$. Take $i\le j$ and divide what remains into three diagonal blocks.

- Rows and columns $1,\dots,i-1$ form a smaller chain, with determinant $D_{i-1}$.
- Rows $i,\dots,j-1$ and columns $i+1,\dots,j$ form a block whose diagonal entries are $S_{r,r+1}=s$. The entries above them are $S_{r,r+2}$ and beyond, which vanish. The block is lower triangular, with determinant $s^{j-i}$.
- Rows and columns $j+1,\dots,N$ form a smaller chain, with determinant $D_{N-j}$.

The parts above these blocks connect orbitals at least two sites apart, such as $S_{i-1,i+1}$ and $S_{j-1,j+1}$, and vanish. The determinant is therefore the product of the three:

$$(S^{-1})_{ij}=(-s)^{j-i}\,\frac{D_{i-1}D_{N-j}}{D_N}.$$

Insert Lemma 1. The powers of $s$ add up to $(j-i)+(i-1)+(N-j)-N=-1$. Two factors $1/\sinh\kappa$ come from the numerator, and one is cancelled by $D_N$. This is the formula in (a). ∎

## Proof of (b)

From $\sinh^2\kappa=\cosh^2\kappa-1=(1-4s^2)/(4s^2)$ follows

$$2s\sinh\kappa=\sqrt{1-4s^2}.$$

Write each remaining hyperbolic sine as $\sinh x=\frac12e^x(1-e^{-2x})$. The exponentials combine to $e^{\kappa(i+N+1-j-N-1)}=q^{j-i}$, and one factor $\frac12$ survives. It joins $1/(s\sinh\kappa)$ to give $1/\sqrt{1-4s^2}$:

$$|(S^{-1})_{ij}|=\frac{q^{j-i}}{\sqrt{1-4s^2}}\;\frac{(1-A)(1-B)}{1-C},$$

$$A=q^{2i},\qquad B=q^{2(N+1-j)},\qquad C=q^{2(N+1)} .$$

Since $i<N+1$, we have $A>C$ and so $1-A<1-C$. Also $1-B<1$. The last fraction is below one, which proves the bound. It tends to one when $i$ and $N+1-j$ are both much larger than $1/(2\kappa)$, which proves the limit. ∎

The limit can be checked directly on the infinite chain. Let $g_n=(-q)^{|n|}/\sqrt{1-4s^2}$. For $n\ne0$,

$$g_n+s(g_{n+1}+g_{n-1})=g_n\left[1-s(q+q^{-1})\right]=g_n(1-2s\cosh\kappa)=0 .$$

For $n=0$ the same combination is $(1-2sq)/\sqrt{1-4s^2}$. Because $2sq=2s(\cosh\kappa-\sinh\kappa)=1-\sqrt{1-4s^2}$, it equals one, as an inverse requires.

The alternating sign has a simple meaning. To be orthogonal to the neighbours of its own centre, a dual must subtract part of them. That introduces an overlap with the second neighbours, which must be compensated in turn.

## Lemma 2: spectrum

The eigenvalues of $S$ are $\lambda_p=1+2s\cos\theta_p$ with $\theta_p=p\pi/(N+1)$ and $p=1,\dots,N$.

*Proof.* Let $v_j=\sin(j\theta_p)$. Then

$$v_j+s(v_{j+1}+v_{j-1})=(1+2s\cos\theta_p)\,v_j .$$

The end rows fit too, because $v_0=v_{N+1}=0$. The $N$ values are distinct, so they are the whole spectrum. ∎

## Proof of (c)

With $\theta_1=\pi/(N+1)$, Lemma 2 gives

$$K_N=\frac{1+2s\cos\theta_1}{1-2s\cos\theta_1}\;\longrightarrow\;K=\frac{1+2s}{1-2s}\qquad(N\to\infty).$$

The half-angle formula and $\cosh\kappa=1/(2s)$ give

$$\left(\frac{1-q}{1+q}\right)^2=\tanh^2\frac\kappa2=\frac{\cosh\kappa-1}{\cosh\kappa+1}=\frac{1-2s}{1+2s}=\frac1K .$$

Taking the positive root, $\sqrt K(1-q)=1+q$, which is solved by $q=(\sqrt K-1)/(\sqrt K+1)$.

For large $K$, expand $\kappa=2\operatorname{artanh}(K^{-1/2})=2K^{-1/2}\left(1+\frac{1}{3K}+\dots\right)$. This gives $\xi=a/\kappa\simeq a\sqrt K/2$.

To express the divergence through the overlap, let $\delta=1-2s$. Then $\cosh\kappa=1/(1-\delta)$, and expanding both sides gives

$$\frac{\kappa^2}{2}+\frac{\kappa^4}{24}+\dots=\delta+\delta^2+\dots$$

At leading order $\kappa^2=2\delta$, so $\kappa^4/24=\delta^2/6$. At next order $\kappa^2=2\delta+\frac53\delta^2$, and the square root is

$$\kappa=\sqrt{2\delta}\left(1+\frac{5\delta}{12}+\dots\right),\qquad \xi=\frac{a}{\sqrt{2\delta}}\left(1-\frac{5\delta}{12}+\dots\right).\ ∎$$

The norm of a bulk dual grows along with its length. Using $K+1=2/(1-2s)$ and $\sqrt K=(1+2s)/\sqrt{1-4s^2}$,

$$\|\tilde\varphi\|^2=\frac1{\sqrt{1-4s^2}}=\frac{K+1}{2\sqrt K}.$$

The common origin is the alternating combination $\sum_j(-1)^j\varphi_j$. Its squared norm per orbital tends to $1-2s$ in a long chain, so near $s=\frac12$ the orbitals are almost linearly dependent. This relies on all overlaps beyond nearest neighbours being exactly zero. A second-neighbour overlap $s_2$ changes the squared norm per orbital to $1-2s+2s_2$, which matters most where $1-2s$ is small. Atomic orbitals with tails behave this way. In a long hydrogen chain in the STO-3G basis with neighbour overlap $0.4$, $s_2\approx0.065$, the condition number is about $6$ instead of $9$, and the second-neighbour element of $S^{-1}$ is about $0.11$ of the diagonal instead of $0.25$. At neighbour overlap $0.5$ the smallest eigenvalue is still about $0.2$. The formulas here should therefore not be applied to such a basis from its neighbour overlap alone.

## Remark 1: a finite chain has no divergence at $s=\frac12$

At $s=\frac12$ the smallest eigenvalue is $1-\cos\theta_1>0$, so $S$ is still invertible and $S^{-1}$ is continuous there. Letting $\kappa\to0$ in (a) replaces each $\sinh x$ by $x$:

$$(S^{-1})_{ij}=(-1)^{j-i}\,\frac{2i(N+1-j)}{N+1}\quad(i\le j),\qquad K_N=\frac{1+\cos\theta_1}{1-\cos\theta_1}=\cot^2\frac{\pi}{2(N+1)} .$$

The profile is linear in magnitude and reaches from end to end. The divergence is shifted, not removed: by Lemma 2 the smallest eigenvalue $1-2s\cos\theta_1$ vanishes at $s=1/(2\cos\theta_1)$, which is $0.518$ for $N=11$ and tends to $\frac12$ as $N$ grows.

Slightly below $s=\frac12$, the smallest eigenvalue is $1-2s\cos\theta_1=\delta+2s(1-\cos\theta_1)$. For small $\theta_1$ and $2s\approx1$ this is $\delta+\theta_1^2/2$. With $\xi^2\approx a^2/(2\delta)$,

$$\lambda_{\min}\approx\delta\left[1+\left(\frac{\pi\xi}{(N+1)a}\right)^2\right].$$

In this regime $K_N$ is close to $K$ when $N+1\gg\pi\xi/a$. In a shorter chain the length of the chain, not $\xi$, limits the condition number.

## Remark 2: other tridiagonal overlaps

The equality between $q$ and $K$ was derived for the uniform chain and need not hold for other tridiagonal overlaps. In general there is a bound.

**Proposition.** Let $S$ be any real symmetric, positive-definite tridiagonal matrix with extreme eigenvalues $\lambda_{\min}<\lambda_{\max}$. Let $K=\lambda_{\max}/\lambda_{\min}$ and $q=(\sqrt K-1)/(\sqrt K+1)$. Then

$$|(S^{-1})_{ij}|\le\frac{2}{\lambda_{\min}}\,q^{|i-j|}.$$

*Proof.* For $i=j$ the element is at most $1/\lambda_{\min}$. For $n=|i-j|\ge1$, let $\ell(x)=(2x-\lambda_{\max}-\lambda_{\min})/(\lambda_{\max}-\lambda_{\min})$, which maps the spectral interval onto $[-1,1]$. With the Chebyshev polynomial $T_n$, form

$$r(x)=\frac{T_n(\ell(x))}{T_n(\ell(0))} .$$

Since $r(0)=1$, we can write $r(x)=1-x\,p(x)$ with $p$ of degree $n-1$. On the spectral interval $|T_n(\ell(x))|\le1$. At the origin $|\ell(0)|=(K+1)/(K-1)$. Call this $\cosh\kappa$. Then $\tanh^2(\kappa/2)=1/K$, so $e^{-\kappa}=q$ by the algebra of part (c). Because $T_n(\cosh\kappa)=\cosh(n\kappa)\ge\frac12q^{-n}$,

$$\left|\frac1x-p(x)\right|=\frac{|r(x)|}{x}\le\frac{2q^n}{\lambda_{\min}} .$$

This bounds every eigenvalue of the symmetric matrix $S^{-1}-p(S)$, and hence each of its elements. A polynomial of degree $n-1$ in a tridiagonal matrix has no element at distance $n$, so $p(S)_{ij}=0$. ∎

A large $K$ permits a long tail but does not force one. Take isolated pairs of orbitals with overlap $2s$ inside each pair. Each block has eigenvalues $1\pm2s$, hence the same $K$ as the infinite uniform chain. Its inverse is

$$\frac{1}{1-4s^2}\begin{pmatrix}1&-2s\\-2s&1\end{pmatrix},$$

and $S^{-1}$ vanishes beyond the pair.

## Remark 3: from coefficients to real space

Let the orbitals be copies of one function that is even about its centre and vanishes for $|x|\ge a$. Consider the dual centred at $x=0$ in an infinite chain with $s>0$, in the cell $ma<x<(m+1)a$, $m\ge0$. Two orbitals are non-zero there. With $x=(m+t)a$ they are $f(t)$, the right half of orbital $m$, and $f(1-t)$, the left half of orbital $m+1$. Normalization and overlap read

$$a\int_0^1 f(t)^2\,dt=\tfrac12,\qquad a\int_0^1 f(t)f(1-t)\,dt=s .$$

The dual in this cell is $g_m[f(t)-q f(1-t)]$, so its squared norm there is

$$w_m=g_m^2\left[\frac{1+q^2}{2}-2qs\right].$$

Now $2s=1/\cosh\kappa=2q/(1+q^2)$. The bracket becomes $(1-q^2)^2/[2(1+q^2)]$, and $g_m^2=q^{2m}/(1-4s^2)=q^{2m}(1+q^2)^2/(1-q^2)^2$. Therefore

$$w_m=\frac{1+q^2}{2}\,q^{2m}.$$

The left side is the mirror image. Both sides together sum to $(1+q^2)/(1-q^2)=1/\sqrt{1-4s^2}$, the squared norm found before. The amplitude of the dual thus falls by $q$ per cell, like the coefficients.

Evenness matters. Let the orbital instead have constant height $h$ on its left half and $qh$ on its right half. Normalization, $ah^2(1+q^2)=1$, gives $s=aqh^2=q/(1+q^2)$, which is consistent with this $q$. To the right of its centre the dual is $g_m(qh-q\,h)=0$: that tail cancels although the coefficients do not vanish.

## Worked example

Take $\varphi(x)\propto1-\beta|x|/a$ for $|x|<a$, with $0\le\beta\le1$. The two integrals needed are

$$\int_0^1(1-\beta t)^2dt=1-\beta+\frac{\beta^2}{3},\qquad
\int_0^1(1-\beta t)(1-\beta+\beta t)\,dt=1-\beta+\frac{\beta^2}{6},$$

and $s$ is the second divided by twice the first. It is $1/4$ for hat functions ($\beta=1$) and $1/2$ for boxes ($\beta=0$). For $\beta<1$ the orbital jumps at its edge and has infinite kinetic energy, so it serves here for overlaps alone.

Setting $s=0.4$ gives $0.8(1-\beta+\beta^2/3)=1-\beta+\beta^2/6$, or $\beta^2+2\beta-2=0$, so $\beta=\sqrt3-1=0.732$. Then $\cosh\kappa=1.25$, $\kappa=\ln2=0.693$, $q=1/2$ and $\xi=1.443\,a$. The condition number is $K=1.8/0.2=9$, and $(3-1)/(3+1)=1/2$ reproduces $q$. The squared norm of a bulk dual is $1/0.6=1.667$. Its first cells on either side hold $0.625$, $0.156$ and $0.039$, each a quarter of the one before.

For $N=11$ the central element follows from (a) with $s\sinh\kappa=0.4\times0.75=0.3$ and $\sinh12\kappa=2\sinh6\kappa\cosh6\kappa$:

$$(S^{-1})_{66}=\frac{\sinh^2 6\kappa}{0.3\,\sinh12\kappa}=\frac{\tanh6\kappa}{0.6}=\frac{4095/4097}{0.6}=1.6659 .$$

At the end site the element is $-0.0391$, against $-0.0521$ in the infinite chain. The reduction to three quarters is the factor $1-B=1-q^2$ from the proof of (b). At $s=\frac12$ the same column is $6,-5,4,-3,2,-1$ from the centre outwards, and $K_{11}=57.7$.

The decay length measured on a numerically inverted chain of 4001 orbitals compares with the two asymptotic forms as follows, in units of $a$.

| $s$ | measured $\xi$ | $\sqrt K/2$ | $1/\sqrt{2(1-2s)}$ |
|---|---|---|---|
| 0.25 | 0.759 | 0.866 | 1.000 |
| 0.4 | 1.443 | 1.500 | 1.581 |
| 0.49 | 4.958 | 4.975 | 5.000 |
| 0.4999 | 49.996 | 49.997 | 50.000 |

At $s=0.4999$ this long chain has $K_N=9984$, slightly below $K=9999$. With 99 orbitals the smallest eigenvalue is $6.93\times10^{-4}$ instead of $\delta=2.00\times10^{-4}$. The estimate of Remark 1, with $\pi\xi/((N+1)a)=1.571$, gives $2.00\times10^{-4}\times(1+2.467)=6.93\times10^{-4}$.

The numerical check compares these formulas with direct inversion, diagonalization and quadrature, and tests the bound of Remark 2 on 200 random tridiagonal matrices.

## Values computed for the example and the checks

```
All quantities dimensionless; lengths in units of the spacing a
overlap s = 0.4000, orbital slope beta = 0.732051
kappa = 0.693147, q = 0.500000, decay length = 1.442695 a
K infinite chain = 9.000000, K for N = 11: 7.800518
squared norm of central dual (N = 41) = 1.666667
central column of inverse S, N = 11: site, s = 0.4, infinite chain, s = 0.5
   6   1.665853   1.666667   6.000000
   7  -0.832316  -0.833333  -5.000000
   8   0.414938   0.416667   4.000000
   9  -0.205028  -0.208333  -3.000000
  10   0.097632   0.104167   2.000000
  11  -0.039053  -0.052083  -1.000000
K at s = 0.5, N = 11: 57.6955
squared norm of central dual in cell m to the right (quadrature)
  m = 0: 0.625000
  m = 1: 0.156250
  m = 2: 0.039062
  m = 3: 0.009766
  m = 4: 0.002441
decay on a chain of N = 4001, lengths in a; columns:
  s, q measured, length measured, 1/sqrt(2(1-2s)), sqrt(K)/2, K, K_N
  0.2500 0.267949   0.75933   1.00000   0.86603      3.000      3.000
  0.4000 0.500000   1.44270   1.58114   1.50000      9.000      9.000
  0.4500 0.626789   2.14066   2.23607   2.17945     19.000     19.000
  0.4900 0.817350   4.95814   5.00000   4.97494     99.000     98.998
  0.4990 0.938663  15.79821  15.81139  15.80348    999.000    998.846
  0.4999 0.980197  49.99583  50.00000  49.99750   9999.000   9983.621
s = 0.4999, N = 99: lowest eigenvalue = 6.933409e-04
  estimate with finite length = 6.933980e-04, infinite chain = 2.000000e-04
random tridiagonal S: largest element/bound = 0.5668
isolated pairs, overlap 0.80: K = 9.0000
  largest inverse element beyond the pair = 0.0e+00
```
